# High-temperature minimum thermal conductivity from half-period Debye vibrations

In a strongly disordered solid a vibration may lose its energy to other vibrations almost as soon as it has begun to oscillate. This problem asks how well such a solid conducts heat, and applies the answer to an amorphous antimony film of the kind considered for phase-change memory.

The solid is isotropic and has one kind of atom, with $n$ atoms per volume. It has three sound branches, one longitudinal with speed $v_L$ and two transverse with speed $v_T$. Each branch $i$ obeys the Debye law $\omega=v_ik$ up to a cutoff and holds $n$ modes per volume. The energy of each mode relaxes with a mean lifetime of half its oscillation period. The algebra uses atomic units, so $\hbar=1$; the Boltzmann constant $k_B$ is kept and $T$ is in kelvin.

## (a) Heat carried by modes of given lifetime

**Find the thermal conductivity of a set of modes with heat capacity $C$, velocity $\mathbf v$ and relaxation time $\tau$. Does it matter how the individual lifetimes are distributed?**

Let the temperature vary slowly along $x$, changing little over a mean free path. The mean occupation $N$ of a mode drifts with velocity $v_x$ and relaxes towards its local equilibrium value $N_0(T)$. In the steady state

$$v_x\frac{\partial N}{\partial x}=-\frac{N-N_0}{\tau}.$$

To first order in the gradient, $N$ on the left may be replaced by $N_0$, which depends on $x$ through $T$:

$$N-N_0=-\tau v_x\frac{\partial N_0}{\partial T}\frac{dT}{dx}.$$

The heat current density in a volume $V$ is $J=V^{-1}\sum\omega v_xN$. The equilibrium part $N_0$ gives nothing, because modes $\mathbf k$ and $-\mathbf k$ have equal occupation and opposite velocity. With $C=\omega\,\partial N_0/\partial T$ the remainder is

$$J=-\frac1V\sum C v_x^2\tau\,\frac{dT}{dx}.$$

Comparison with $J=-\kappa\,dT/dx$, and the isotropic average $\langle v_x^2\rangle=v^2/3$, give

$$\kappa=\frac1V\sum C v_x^2\tau=\frac1{3V}\sum C v^2\tau .$$

Each mode's energy therefore spreads with diffusivity $D=v^2\tau/3$.

The distribution of lifetimes does matter. Picture the energy as making straight flights of duration $t$ in independent random directions, with $\langle t\rangle=\tau$. After many flights, $M$ in number, the elapsed time is close to $M\tau$ and $\langle x^2\rangle=M(v^2/3)\langle t^2\rangle$, so

$$D=\frac{\langle x^2\rangle}{2M\tau}=\frac{v^2\langle t^2\rangle}{6\tau}.$$

A constant relaxation rate means exponentially distributed durations. Then $\langle t^2\rangle=2\tau^2$ and $D=v^2\tau/3$, as above. If every flight lasted the same time, then $\langle t^2\rangle=\tau^2$ and $D$ would be half as large. A simulation of 40,000 random walkers gave $D/(v^2\tau)=0.337$ for exponential and $0.165$ for fixed durations, with a sampling error of about one percent; the expected values are $1/3$ and $1/6$. From here on, "lifetime" means the mean of the exponential distribution.

## (b) Counting the modes

**Find the cutoff wave number and the number of modes per volume and frequency in each branch.**

In a periodic cube of volume $V$ each allowed wave vector occupies a volume $(2\pi)^3/V$ in $k$-space. A sphere of radius $k_D$ must hold $nV$ of them:

$$\frac{V}{8\pi^3}\,\frac{4\pi}{3}k_D^3=nV
\quad\Rightarrow\quad k_D=(6\pi^2n)^{1/3}.$$

The cutoff wave number is the same for all branches, but the cutoff frequency $\omega_i=v_ik_D$ is not. A shell of thickness $dk$ holds $k^2dk/(2\pi^2)$ modes per volume. With $k=\omega/v_i$ and $dk=d\omega/v_i$,

$$g_i(\omega)=\frac{\omega^2}{2\pi^2v_i^3},\qquad 0<\omega<\omega_i .$$

## (c) What half a period means

**Express the lifetime and the mean free path through the frequency and the wavelength. How short does the path become?**

The period is $2\pi/\omega$, so

$$\tau=\frac{\pi}{\omega},\qquad \ell=v_i\tau=\frac{\pi}{k}=\frac{\lambda}{2}.$$

The mean free path is half the wavelength $\lambda$. It is shortest at the cutoff:

$$\ell_{\min}=\frac{\pi}{(6\pi^2n)^{1/3}}=\left(\frac{\pi^3}{6\pi^2n}\right)^{1/3}=\left(\frac{\pi}{6}\right)^{1/3}n^{-1/3}\approx0.81\,n^{-1/3}.$$

This is somewhat less than the atomic spacing $n^{-1/3}$.

Such a vibration is hardly a travelling wave. An energy that decays as $e^{-t/\tau}$ gives a spectral line of full width $1/\tau=\omega/\pi$, about a third of the frequency itself. The transport equation of part (a) presumes packets with a well-defined velocity, so its use here is an assumption of the model and not a consequence of lattice dynamics.

## (d) The high-temperature conductivity

**Find the conductivity when $k_BT$ is far above every cutoff energy.**

The thermal energy of a mode is $\omega/(e^x-1)$ with $x=\omega/(k_BT)$; the zero-point energy does not depend on $T$. Since $dx/dT=-x/T$,

$$C=\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\frac{(x/2)^2}{\sinh^2(x/2)}.$$

The last form follows from $e^x-1=2e^{x/2}\sinh(x/2)$. For small $x$, $\sinh(x/2)\to x/2$ and $C\to k_B$.

The contribution of one branch is then

$$\kappa_i=\frac13\int_0^{\omega_i}\frac{\omega^2}{2\pi^2v_i^3}\,k_B\,v_i^2\,\frac{\pi}{\omega}\,d\omega
=\frac{k_B}{6\pi v_i}\int_0^{\omega_i}\omega\,d\omega=\frac{k_B\omega_i^2}{12\pi v_i}.$$

Inserting $\omega_i=v_i(6\pi^2n)^{1/3}$ gives

$$\kappa_i=\frac{(6\pi^2)^{2/3}}{12\pi}\,k_Bn^{2/3}v_i .$$

The numerical factor simplifies with $12=2\cdot6^{2/3}\cdot6^{1/3}$:

$$\frac{6^{2/3}\pi^{4/3}}{12\pi}=\frac{6^{2/3}\pi^{1/3}}{2\cdot6^{2/3}\cdot6^{1/3}}=\frac12\left(\frac{\pi}{6}\right)^{1/3}\approx0.403 .$$

Summing one longitudinal and two transverse branches gives

$$\boxed{\kappa_{\min}=\frac12\left(\frac{\pi}{6}\right)^{1/3}k_B\,n^{2/3}\,(v_L+2v_T)}$$

This is the high-temperature Cahill minimum thermal conductivity. Planck's constant has dropped out, as it should in a classical limit, so the formula holds in any consistent units. The temperature has dropped out as well, because neither the heat capacity nor the assumed lifetime depends on it in this limit.

With the shortest path from part (c), a branch contributes $\kappa_i=\tfrac12nk_Bv_i\ell_{\min}$. This is the kinetic form $\tfrac13nk_Bv_i\bar\ell$ with $\bar\ell=\tfrac32\ell_{\min}$, which is the average of $\pi/k$ over the Debye sphere.

## (e) Leaving the high-temperature limit

**How is the limit approached as $T$ rises, and what does the model give at low temperature?**

Keep the full heat capacity and write $X_i=\omega_i/(k_BT)$. The integral of part (d) becomes

$$\frac{\kappa_i(T)}{\kappa_i}=\frac{2}{X_i^2}\int_0^{X_i}x\,\frac{C(x)}{k_B}\,dx .$$

With $y=x/2$, the series $\sinh^2y/y^2=1+y^2/3+2y^4/45+\dots$ has the reciprocal $1-y^2/3+y^4/15-\dots$, because $1/9-2/45=1/15$. Hence $C/k_B=1-x^2/12+x^4/240-\dots$, and integration term by term gives

$$\frac{\kappa_i(T)}{\kappa_i}=1-\frac{X_i^2}{24}+\frac{X_i^4}{720}-\dots$$

Since $\sinh y>y$ for $y>0$, $C$ is below $k_B$ at any finite temperature. Within this model the limit is therefore approached from below.

At low temperature $X_i$ is large, and the upper end of the integral may be moved to infinity with an exponentially small error. Because $e^x/(e^x-1)^2=-\frac{d}{dx}\frac{1}{e^x-1}$, integration by parts gives

$$\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}dx=3\int_0^\infty\frac{x^2}{e^x-1}dx=3\sum_{m=1}^\infty\frac{2}{m^3}=6\zeta(3),$$

where $1/(e^x-1)=\sum_m e^{-mx}$ was used and $\zeta(3)=\sum_m m^{-3}\approx1.20$. Therefore

$$\kappa_i(T)\to\frac{k_B\omega_i^2}{12\pi v_i}\,\frac{12\zeta(3)(k_BT)^2}{\omega_i^2}=\frac{\zeta(3)\,k_B^3T^2}{\pi v_i}.$$

The density has disappeared because the cutoff is no longer felt, and slow branches now conduct better than fast ones because they have more thermally excited modes. For the antimony parameters of part (g) the $T^2$ law holds within a few percent only up to about 20 K, and a transverse branch outconducts the longitudinal one only below about 50 K. The half-period assumption is least credible here: the remaining waves are much longer than the atomic spacing, and disorder on the atomic scale scatters them weakly.

## (f) Which vibrations carry the heat

**In the high-temperature limit, what share of the heat is carried below a fraction $f$ of the cutoff? What follows for a film of thickness $d$?**

The integrand in part (d) is proportional to $\omega$, so the share is

$$\frac{\int_0^{f\omega_i}\omega\,d\omega}{\int_0^{\omega_i}\omega\,d\omega}=f^2 .$$

Three quarters of the heat is carried in the upper half of the spectrum.

A mode has a mean free path longer than $d$ if $\pi/k>d$, that is, if $k/k_D<\pi/(k_Dd)=\ell_{\min}/d$. Such modes carry the share $(\ell_{\min}/d)^2$, which is small once the film is many atoms thick. This share does not measure the whole effect of thickness. Within about one mean free path of each wall the transport is not diffusive, and this lowers the effective conductivity across the film by a fraction of order $\ell/d$, first order in $1/d$. The heat-weighted mean path is $\int_0^1 2f\,(\ell_{\min}/f)\,df=2\ell_{\min}$.

## (g) An antimony film

**Evaluate the result for amorphous antimony at 300 K. Use a density of 6.5 g/cm³ and sound speeds $v_L=3.0$ km/s and $v_T=1.7$ km/s.**

The density is a rough typical value, and the sound speeds are assumed values of a plausible size. Dividing the density by the atomic mass of 121.76 u gives $n=32.15$ nm⁻³. The atomic spacing is then $n^{-1/3}=0.3145$ nm, the cutoff is $k_D=12.39$ nm⁻¹ and the shortest mean free path is $\pi/k_D=0.25$ nm.

The longitudinal cutoff energy is 0.0245 eV, equivalent to a Debye temperature of 284 K. The transverse cutoff energy is 0.0139 eV, equivalent to 161 K. At these cutoffs the lifetimes are 0.084 ps and 0.15 ps.

The branch contributions are

$$\kappa_L=0.403\,\frac{k_B\,(3.0\ \text{km/s})}{(0.3145\ \text{nm})^2}=0.169\ \text{W/(m K)},\qquad
\kappa_T=\frac{1.7}{3.0}\,\kappa_L=0.096\ \text{W/(m K)},$$

and the total is

$$\kappa_{\min}=0.169+2\times0.096=0.36\ \text{W/(m K)},$$

or $2.2\times10^{-4}$ eV/(ps Å K).

The same quantity was also summed mode by mode over the allowed wave vectors of a periodic cube of one million atoms at 20,000 K, a formal temperature chosen to reach the classical limit. The sum was 0.9997 times the formula.

At 300 K, $X_L=284/300=0.95$ and $X_T=161/300=0.54$. Weighting the first correction of part (e) by the speeds gives a loss of

$$\frac{3.0\,(0.95^2/24)+2\times1.7\,(0.54^2/24)}{3.0+2\times1.7}\approx2.4\,\%$$

relative to the limit. The full integral gives 2.3 %, hence $\kappa=0.35$ W/(m K). The high-temperature formula is thus usable at 300 K, although $k_BT$ barely exceeds the longitudinal cutoff energy. At 100 K the full integral gives 0.30 W/(m K), about 18 % below the limit.

## (h) What the model leaves out

**Estimate the main neglected effects for a film 5 nm thick, and judge the result for a real memory cell.**

*Bending of the branches.* Real branches flatten towards short wavelengths. Keep $n$, the sound speeds and $\tau=\pi/\omega$ fixed, but take

$$\omega=\frac{2v_ik_D}{\pi}\sin\frac{\pi q}{2},\qquad q=\frac{k}{k_D},$$

whose group speed is $v_i\cos(\pi q/2)$. In the high-temperature limit each branch is proportional to the integral over $k$ of $k^2$ times the squared group speed divided by $\omega$. For the straight branch this integral is $v_ik_D^2/2$. The ratio of the bent to the straight result is therefore

$$\frac{\tfrac{\pi}{2}\int_0^1q^2\cos^2(\pi q/2)/\sin(\pi q/2)\,dq}{\tfrac12}=\pi\int_0^1\frac{q^2\cos^2(\pi q/2)}{\sin(\pi q/2)}dq=0.33 .$$

The conductivity falls from 0.36 to 0.12 W/(m K). The effect is large because most of the heat was assigned to the upper half of the spectrum, where the group speed now drops. The same lifetime rule can thus give a value well below $\kappa_{\min}$, so "minimum" names a model estimate and not a lower bound. In the bent version more than half of the modes have free paths shorter than half an atomic spacing, where a group velocity has little meaning, so the factor of three shows how sensitive the model is and is not a correction for a real glass. Neither version includes energy passed between overlapping vibrations that do not travel, which can add to the conduction in a disordered solid.

*Longer-lived long waves.* Suppose the modes below a tenth of each cutoff frequency live ten times longer than half a period. They carried $0.1^2=1\,\%$ of the heat and now carry ten times as much, so the high-temperature conductivity of a thick sample rises by 9 %. In a 5 nm film the gain across the film would be smaller, because the free paths of these modes, now at least $100\,\ell_{\min}\approx25$ nm, exceed the thickness.

*Film thickness and interfaces.* Modes with mean free paths above 5 nm carry $(0.2535/5)^2=0.26\,\%$ of the heat, so with half-period lifetimes hardly any heat crosses the film unscattered. Even perfectly absorbing walls still lower the effective conductivity by a fraction of order $2\ell_{\min}/d$, about 10 % here. This corresponds to a boundary resistance of roughly 1 m² K/GW per side, small beside the interface resistance assumed next. The interfaces, however, add resistance of their own. The film has a thermal resistance of $5\ \text{nm}/0.352\ \text{W/(m K)}=14.2$ m² K/GW. An assumed interface conductance of 100 MW/(m² K) adds 10 m² K/GW on each side. If these resistances simply add, the effective conductivity across the film is

$$\frac{5\ \text{nm}}{(14.2+2\times10)\ \text{m}^2\,\text{K/GW}}=0.15\ \text{W/(m K)},$$

which is 58 % below the value for the film material at 300 K.

*Electrons.* The Wiedemann–Franz estimate for a resistivity $\rho$ is $\kappa_e=(\pi^2/3)(k_B/e)^2T/\rho$, where $e$ is the elementary charge. For an assumed amorphous resistivity of 0.1 Ω cm it gives 0.007 W/(m K) at 300 K, about 2 % of the lattice value. The law is derived for a metal, so this is an order of magnitude only. For a rough crystalline resistivity of $5\times10^{-5}$ Ω cm it gives 15 W/(m K), some forty times the lattice value found here. The electronic estimate would equal the amorphous lattice value found here near $2\times10^{-3}$ Ω cm.

*The real case.* Amorphous phase-change alloys have measured conductivities of very roughly 0.2 W/(m K), so the model value of 0.35 W/(m K) is of the right order but not a precise prediction for antimony. It is nearly proportional to the sound speeds, so a 10 % error in both shifts it by about 10 %. The straight branches are an idealization, and bending them as above lowers the result by a factor of three. For heat flow across a 5 nm film, imperfect thermal contact matters too: with straight branches and the interface conductance assumed here, it lowers the effective value from 0.35 to 0.15 W/(m K). All these estimates assume that the film stays amorphous, which cannot be taken for granted in pure antimony at 300 K. Once the film crystallizes the formula no longer describes it: electrons can dominate the heat flow, and vibrations in an ordered lattice usually live for many periods. The numerical output lists the values used in these estimates.

## Numbers as computed

```
INPUTS (antimony, rough or assumed)
mass density: 6.5 g/cm3
atomic mass: 121.76 u
longitudinal sound speed: 3 km/s
transverse sound speed: 1.7 km/s
temperature of use: 300 K
film thickness: 5 nm
MODEL
prefactor (1/2)(pi/6)^(1/3): 0.403
atom density n: 32.15 nm^-3
atomic spacing n^(-1/3): 0.3145 nm
cutoff wave number: 12.39 nm^-1
shortest mean free path: 0.2535 nm
longitudinal cutoff energy: 0.02447 eV
longitudinal Debye temperature: 284 K
longitudinal lifetime at cutoff: 0.08449 ps
longitudinal kappa limit, one branch: 0.1688 W/(m K)
transverse cutoff energy: 0.01387 eV
transverse Debye temperature: 160.9 K
transverse lifetime at cutoff: 0.1491 ps
transverse kappa limit, one branch: 0.09563 W/(m K)
kappa, high-temperature limit: 0.36 W/(m K)
same, converted: 0.0002247 eV/(ps angstrom K)
kappa at 300 K, quantum heat capacity: 0.3516 W/(m K)
kappa at 100 K, quantum heat capacity: 0.2966 W/(m K)
TESTS
modes counted per atom and branch: 0.999665
explicit mode sum / limit formula: 0.999654
diffusivity/(v^2 tau), exponential lifetimes: 0.3368
diffusivity/(v^2 tau), fixed lifetimes: 0.1654
heat share below 0.3 of cutoff, mode sum: 0.09009
NEGLECTED EFFECTS
quantum loss at 300 K: 2.33 %
quantum loss at 300 K, first term: 2.39 %
kappa ratio with sine dispersion: 0.3294
kappa limit with sine dispersion: 0.1186 W/(m K)
gain if lowest tenth lives 10 times longer: 9 %
heat share with free path above thickness: 0.257 %
film thermal resistance: 14.22 m2 K/GW
assumed interface conductance: 100 MW/(m2 K)
resistance of one interface: 10 m2 K/GW
effective kappa with two interfaces: 0.1461 W/(m K)
assumed amorphous resistivity: 0.1 ohm cm
electronic kappa, amorphous: 0.0073 W/(m K)
rough crystalline resistivity: 5e-05 ohm cm
electronic kappa, crystalline: 15 W/(m K)
resistivity for equal electron and lattice heat: 0.0021 ohm cm
```
